\section*{Chebyshev and Lanczos evaluation of the exponential in real-time Kohn--Sham steps, part 2}

We compare ways to evaluate $e^{-iH\Delta t}v$ in a real-time Kohn--Sham step, in Hartree atomic units. $H$ is Hermitian with eigenvalues in $[E_-,E_+]$, $\|v\|=1$, and errors are Euclidean norms. Define $c=\tfrac12(E_++E_-)$, $a=\tfrac12(E_+-E_-)$, $X=(H-c)/a$, $R=a\,\Delta t$. The midpoint rule freezes $H$ at its midpoint value $H_0$, obtained from a half-step predictor; this freezing error is locally $O(\Delta t^3)$.

The setting \texttt{chebyshev} keeps $N$ terms, using $N-1$ applications of $H$, of
\begin{equation}
e^{-iH\Delta t}=e^{-ic\Delta t}\sum_{n=0}^{\infty}(2-\delta_{n0})(-i)^nJ_n(R)\,T_n(X),
\label{cheb}
\end{equation}
with Bessel functions $J_n$ and $T_n(\cos\theta)=\cos n\theta$. The contour bound is
\begin{equation}
|J_n(R)|\le e^{R\sinh\alpha-n\alpha}\qquad\text{for every }\alpha\ge0 .
\label{contour}
\end{equation}
Also $|J_n|\le(R/2)^n/n!$. For $N>R$ the error is at most
\begin{equation}
E(N)=\frac{2\,e^{R\sinh\alpha-N\alpha}}{1-e^{-\alpha}},\qquad \cosh\alpha=\frac NR .
\label{EN}
\end{equation}
For tolerance $\varepsilon$, $\Lambda=\ln(1/\varepsilon)$ and $N-R\ll R$, an estimate without prefactors is
\begin{equation}
N-R\approx\tfrac12(3\Lambda)^{2/3}R^{1/3}.
\label{excess}
\end{equation}

With $\|g\|_w^2=\pi^{-1}\int_0^\pi|g(\cos\theta)|^2d\theta$ and $f(x)=e^{-iRx}$, every polynomial $p$ of degree below $N$ obeys
\begin{equation}
\sup_{[-1,1]}|f-p|\ge L(N),\qquad L^2=2\sum_{n\ge N}J_n^2=1-J_0^2-2\sum_{n=1}^{N-1}J_n^2 .
\label{lower}
\end{equation}
For $R\to\infty$ at fixed $N/R<1$, $L^2\to\frac2\pi\arccos\frac NR$.

The setting \texttt{lanczos} builds $m$ orthonormal vectors $V=(v_1,\dots,v_m)$, $v_1=v$, and the tridiagonal matrix $\mathcal T_m=V^\dagger HV$ with diagonal $\alpha_j$ and off-diagonals $\beta_j$. The residual coupling to $v_{m+1}$ is $\beta_m$. The approximation is $\psi_m=Ve^{-i\Delta t\mathcal T_m}e_1$. Its error $\eta$ is at most $2E(m)$ for $m>R$, and with $\delta_m(s)=e_m^Te^{-is\mathcal T_m}e_1$,
\begin{equation}
\|\eta\|\le D_m=\beta_m\int_0^{\Delta t}|\delta_m(s)|\,ds .
\label{defect}
\end{equation}
The stopping rule is $D_m\le\varepsilon$. Moreover,
\begin{equation}
D_m\le\beta_1\cdots\beta_m\,\frac{\Delta t^m}{m!},
\label{prod}
\end{equation}
where $\beta_1\cdots\beta_m\le2(a/2)^m$.

\subsection*{A vector that fills the interval}

The functions $T_0,\sqrt2T_1,\sqrt2T_2,\dots$ are orthonormal in $\|\cdot\|_w$. From $xT_0=T_1$ and $xT_n=\frac12(T_{n+1}+T_{n-1})$, multiplication by $x$ is in this basis a chain with zero diagonal and off-diagonals $1/\sqrt2,\frac12,\frac12,\dots$. Started on the first site, $e^{-iRX}$ produces amplitudes $J_0$ and $\sqrt2(-i)^nJ_n$, the Lanczos vectors are the sites, and $\psi_m$ lives on the first $m$ of them. The weight outside is $L(m)^2$, so the Krylov error is at least $L(m)$. For $R=50$ the computed errors at $m=20,40,60$ are $1.21$, $0.91$, $1.9\times10^{-3}$ against $L=0.87$, $0.66$, $1.7\times10^{-3}$. In this case the Krylov method has the same threshold $R$. The chain is not the extreme case: its product $\beta_1\cdots\beta_m$ is $\sqrt2(a/2)^m$, while a vector supported on the $m+1$ extrema of $T_m$, with weights $1/m$ halved at the two ends, attains $2(a/2)^m$.

\section{Spectral bounds and cost}

For the three-point Laplacian with spacing $h$ and local potential $v_j$, $H$ has diagonal $h^{-2}+v_j$ and off-diagonals $-\frac12h^{-2}$. In the row $j$ of the largest component of an eigenvector, $|\lambda-h^{-2}-v_j|\le h^{-2}$ (Gershgorin), so $E_-=\min v$, $E_+=2h^{-2}+\max v$ and $a=h^{-2}+\frac12(\max v-\min v)$. On a fine grid $R\approx\Delta t/h^2$.

If the interval is too narrow, an eigenvalue sits at $|x|=\cosh\gamma>1$, where $|T_n|=\cosh n\gamma$. The term bound becomes $2e^{R\sinh\alpha-n(\alpha-\gamma)}$, whose tail is summable only for $\alpha>\gamma$, that is $N>R\cosh\gamma$, and each neglected term is amplified by about $e^{n\gamma}/2$. Adding terms repairs this only as far as rounding permits: near $n=R\cosh\gamma$ the term bound reaches $2e^{R\sinh\gamma}$, and for a vector with appreciable weight at that eigenvalue large terms must cancel and leave a rounding floor that grows with their size. At small $R\sinh\gamma$ the floor is harmless and more terms restore the accuracy. An overestimate of $a$ only raises $R$ in proportion; $N$ follows in proportion at large $R$, by Eq.~\eqref{excess}, and more slowly at the small $R$ of the example below.

The setting \texttt{taylor} sums $(-iRX)^n/n!$. Repeated integration of $|e^{iy}|=1$ bounds the remainder after $N$ terms by $R^N/N!$, which has $R$ where the Bessel bound has $R/2$ and falls below one near $N\approx eR$. The terms grow until $n\approx R$, to a size up to $R^R/R!\approx e^R/\sqrt{2\pi R}$, and must cancel to a vector of norm one; rounding leaves that size times roughly $10^{-16}$. The Chebyshev terms are bounded by $2$.

Let $C_H$, $C_d$, $C_u$ be the costs of applying $H$, of an inner product and of a vector update. A Chebyshev term needs about three updates (shift, recurrence, accumulation), four vectors of storage, and coefficients shared by all orbitals. A Lanczos vector needs two inner products ($\alpha_j$, $\beta_j$) and about four updates (two subtractions, normalisation, final sum), and the basis is stored and rebuilt for each orbital. Neglecting the small matrix, \texttt{lanczos} is cheaper when
\begin{equation}
m\,(C_H+2C_d+4C_u)<(N-1)(C_H+3C_u).
\label{cost}
\end{equation}
Full reorthogonalisation adds about $m^2/2$ inner products per pass. Dividing Eq.~\eqref{excess} by $\Delta t$, the Chebyshev applications per unit time are $a+\frac12(3\Lambda)^{2/3}a^{1/3}\Delta t^{-2/3}$ for large $R$: they fall with $\Delta t$ towards $a$, so in this regime splitting an exponential into substeps adds work.

\section{Worked example}

The model has two electrons in a singlet in one dimension, $v_{\rm ext}=-2/\sqrt{x^2+1}$, interaction $1/\sqrt{(x-x')^2+1}$, and exact exchange $v_x=-v_H/2$ without correlation, on 401 points with $h=0.1$~bohr. The self-consistent orbital is multiplied by $e^{ikx}$, $k=0.5$~bohr$^{-1}$, which leaves the density and hence $H$ unchanged at the first instant. References come from diagonalisation. The program and its output follow the text.

The Gershgorin interval is $-1.1903$ to $199.9502$~Ha and encloses the spectrum, $-0.7503$ to $199.9009$~Ha. Thus $c=(199.9502-1.1903)/2=99.38$~Ha and $a=(199.9502+1.1903)/2=100.57$~Ha, or $2737$~eV. For $\Delta t=0.5$ ($12.09$~as), $R=100.57\times0.5=50.285$. The orders for $\varepsilon=10^{-10}$ are given as kicked/random, the second for a random complex vector.
\begin{center}
\begin{tabular}{rrccccc}
$\Delta t$ & $R$ & a priori & Cheb. & Krylov & stop rule & Taylor\\
0.02 & 2.011 & 15 & 14/14 & 6/14 & 6/14 & 18/18\\
0.1 & 10.057 & 30 & 28/28 & 15/28 & 15/28 & 44/43\\
0.5 & 50.285 & 83 & 79/80 & 56/80 & 57/80 & fails
\end{tabular}
\end{center}
The program tests Eqs.~\eqref{EN}, \eqref{defect}, \eqref{prod} and the bound $2E(m)$ at every computed order where they apply, above a rounding floor. At this tolerance the a priori order wastes one to four terms and the stopping rule at most one vector. The rule can be less sharp at looser ones: for the kicked orbital at $\Delta t=0.5$ and $\varepsilon=10^{-4}$ it stops at 19 vectors where 16 suffice. Lanczos without reorthogonalisation needed the same $m$ in all six cases.

The Chebyshev order is nearly the same for both vectors, because the leading neglected term $2J_N\cos N\theta$ has the same envelope everywhere in the interval and, with $\alpha$ of order one or larger at these orders, dominates the tail; the later terms add in phase near the centre of the interval, so the error there exceeds that at the edges, by about 20\% at $R=50.285$, $N=79$, and by a factor near 4 at $R=6400$, $N=6522$. For the random vector the Krylov method gains nothing. The kinetic stencil acting on $\sin\kappa x$ has eigenvalue $(1-\cos\kappa h)/h^2$ with evenly spaced $\kappa$, so, neglecting the potential, $x=-\cos\kappa h$ has the Chebyshev density and a random vector resembles the chain above. For the chain $\beta_1\cdots\beta_{10}/(a/2)^{10}=\sqrt2$; the random vector gives $1.31$. The kicked orbital has weight $7.7\times10^{-16}$ above 50~Ha, against $0.68$ for the random vector, and its ratio is $5.1\times10^{-9}$. Its Krylov order is lower by $8$, $13$ and $24$ than the random one, yet stays above $R$ in all three cases at this tolerance; no formula for the saving is derived here.

Counting only the full-step exponential and not the half step of the predictor, the applications of $H$ per atomic time unit for the kicked orbital are $13/0.02=650$, $27/0.1=270$, $78/0.5=156$ for Chebyshev, approaching $a\approx101$ from above, and $6/0.02=300$, $15/0.1=150$, $56/0.5=112$ for Krylov. At $\varepsilon=10^{-10}$ the Krylov advantage in the first step shrinks from a factor $650/300=2.2$ to $156/112=1.4$, before the $12$ to $112$ inner products per step are counted. In this first step the advantage is larger at looser tolerances, because the Krylov order of the smooth orbital falls much faster than the Chebyshev order, and the trend with $\Delta t$ can reverse: from $\Delta t=0.1$ to $0.5$ the factor goes from $18/3=6.0$ to $64/16=4.0$ at $\varepsilon=10^{-4}$, but from $15/2=7.5$ to $60/7=8.6$ at $\varepsilon=10^{-3}$. These large factors do not persist. When the kicked orbital is propagated with the midpoint rule at $\Delta t=0.5$ and $\varepsilon=10^{-4}$, the stopping rule takes 19 vectors in the first step, 34 in the second and 40 in the twentieth, which leaves a factor of about $64/40=1.6$. The cause is the Krylov error left in the orbital by earlier steps: if those steps are taken with the exact exponential, 20 vectors still suffice in the twentieth. Taylor summation at $R=50.285$ ends with error $1.1\times10^5$ (kicked) and $3.5\times10^4$ (random), of the order of the estimate $e^{R}/\sqrt{2\pi R}\times10^{-16}\approx4\times10^4$. With the width underestimated by 10\%, the top of the interval maps to $x=(1-0.45)/0.45\approx1.22$, and $N=77$ terms leave an error of $1.2\times10^9$ for the random vector.

The midpoint step, measured against an adaptive Runge--Kutta solution of the nonlinear equation, has local errors $5.29\times10^{-8}$, $4.23\times10^{-7}$, $6.59\times10^{-6}$, $7.52\times10^{-4}$ at $\Delta t=0.02$, $0.04$, $0.1$, $0.5$. The first two give order $\log_2(42.3/5.29)=3.00$, and the error is about $6.6\times10^{-3}\Delta t^3$ up to $\Delta t=0.1$; at $\Delta t=0.04$, halving $h$ raises this coefficient by 0.6\%. Extending the box to $\pm30$~bohr leaves it unchanged, but lowers the Krylov order at $\Delta t=0.5$ from 56 to 55 and raises the weight above 50~Ha to $8.8\times10^{-16}$. All four exceed $10^{-10}$ by a factor of 500 or more, so this tolerance is tighter than the step can use.

\section{Settings}

\paragraph{Time step.} Fix $\Delta t$ from the freezing error, by halving it and checking for the factor of eight in the local error. The accuracy of \texttt{chebyshev} and \texttt{lanczos} does not limit $\Delta t$, since the order adapts to $R$; for \texttt{lanczos} the memory for the basis can.

\paragraph{Tolerance.} Set $\varepsilon$ well below the local midpoint error; for a given $H_0$ the total local error then changes by at most $\varepsilon$, by the triangle inequality, and an error in the predictor enters only through $H_0$, multiplied by $\Delta t$. For linear unitary steps, errors of size $\varepsilon$ add to at most $K\varepsilon$ after $K$ steps by the triangle inequality; density feedback can change this. For \texttt{chebyshev}, by Eq.~\eqref{excess} a tighter tolerance enters only through $\Lambda^{2/3}$ at large $R$, so a margin is cheap. For \texttt{lanczos} on a smooth orbital it is not: in the first step of the kicked orbital at $\Delta t=0.5$, going from $\varepsilon=10^{-4}$ to $10^{-10}$ raises $N$ from 65 to 79 but $m$ from 16 to 56. In later steps the increase is smaller: in the twentieth step, with the same tolerance kept throughout, the stopping rule takes 40 vectors at $10^{-4}$ and 60 at $10^{-10}$.

\paragraph{Chebyshev.} Supply bounds that enclose the spectrum at every step, update them when the potential changes, and take $N$ from $E(N)\le\varepsilon$. In one step the norm deviates from one by at most the error, so after $K$ steps a drift well above $K\varepsilon$ signals a fault: twelve terms at $R=50.285$ gave norm $0.31$ for the random vector in a single step. A small drift does not prove accuracy, because the norm can be much closer to one than the vector is to the exact result. By Eq.~\eqref{cost} this setting is favoured when inner products are expensive relative to $C_H$. When the vector fills the spectrum, both settings need nearly the same number of applications of $H$, and the cheaper vector operations favour \texttt{chebyshev} unless $C_H$ is far larger than their cost. It stores only four vectors, whatever the order.

\paragraph{Lanczos.} Stop on $D_m\le\varepsilon$, never on norm or energy; twelve vectors gave norm $1.000000$ in the same case, where eighty are needed. A maximum dimension with $2E(m)\le\varepsilon$ guarantees the tolerance in exact arithmetic. If memory forces a smaller maximum, keep the basis and shorten the substep $\tau$ until $D_m\le\varepsilon\,\tau/\Delta t$, so that the substep errors add to at most $\varepsilon$; each further substep needs a new basis. This setting is favoured for smooth orbitals when $C_H$ dominates or no spectral bound is available; the size of its advantage depends on both $R$ and $\varepsilon$ and should be measured at the tolerance actually used and over several steps, since the first step from a smooth orbital can need far fewer vectors than the later ones.

\paragraph{Taylor.} For the series about the centre $c$, use it only while $10^{-16}e^R/\sqrt{2\pi R}$ is well below $\varepsilon$. For a series about another energy, a safe condition replaces $R$ by $\Delta t$ times the largest distance from that energy to an eigenvalue. In the example, expanded about the centre $c$ of the interval, it needed more terms than Chebyshev wherever it converged. The comparison depends on this shift: expanded about an energy near the weight of a smooth orbital, the series can be shorter than Chebyshev at small $R$.

\section*{Computed results}
\begin{verbatim}
Bessel coefficients, R=50 (dimensionless): n, |J_n|, contour bound, (R/2)^n/n!
  30 4.843e-02 1.000e+00 3.270e+09
  50 1.214e-01 1.000e+00 2.594e+05
  60 1.049e-03 1.537e-02 9.041e+01
  70 4.694e-07 8.284e-06 5.990e-03
  80 2.805e-11 5.576e-10 9.560e-08
  90 3.434e-16 7.463e-15 4.392e-13
sup error 1e-08: R, N needed, N a priori, N-R, estimate (3L)^(2/3)R^(1/3)/2
  100 132 136 32 33.7
  800 862 872 62 67.3
  6400 6522 6546 122 134.7
measured exponent of N-R versus R: 0.326
R=50 N=40: L=0.6605, truncation 1.2024, interpolation 2.1598
R=6400 N=3200: L^2=0.6667, arcsine limit 0.6667
worst-case chain R=50 m=20: L=8.665e-01, Krylov error 1.214e+00
worst-case chain R=50 m=40: L=6.605e-01, Krylov error 9.134e-01
worst-case chain R=50 m=60: L=1.726e-03, Krylov error 1.938e-03
grid: 401 points, h=0.1 bohr, kick=0.5 1/bohr, tolerance 1e-10
true spectrum -0.7503 to 199.9009 Ha; Gershgorin -1.1903 to 199.9502 Ha
c=99.3799 Ha, a=100.5702 Ha = 2737 eV
kicked: spectral weight above 50 Ha = 7.74e-16
random: spectral weight above 50 Ha = 6.77e-01
order 12, dt=0.5 au, random: norm Krylov 1.000000, Chebyshev 0.313850
width underestimated by 10%, dt=0.5 au, N=77: error 1.20e+09
dt=0.02 au = 0.48 as, R=2.011, N a priori=15, (N-1)/dt=700 per au
  kicked: Chebyshev N=14, Krylov m=6, stop rule m=6, plain m=6
    H per au: Cheb 650, Krylov 300; inner products 12; Taylor N=18
  random: Chebyshev N=14, Krylov m=14, stop rule m=14, plain m=14
    H per au: Cheb 650, Krylov 700; inner products 28; Taylor N=18
dt=0.1 au = 2.42 as, R=10.057, N a priori=30, (N-1)/dt=290 per au
  kicked: Chebyshev N=28, Krylov m=15, stop rule m=15, plain m=15
    H per au: Cheb 270, Krylov 150; inner products 30; Taylor N=44
  random: Chebyshev N=28, Krylov m=28, stop rule m=28, plain m=28
    H per au: Cheb 270, Krylov 280; inner products 56; Taylor N=43
dt=0.5 au = 12.09 as, R=50.285, N a priori=83, (N-1)/dt=164 per au
  kicked: Chebyshev N=79, Krylov m=56, stop rule m=57, plain m=56
    H per au: Cheb 156, Krylov 112; inner products 112; Taylor N=fails (final error 1.1e+05)
    be_1..be_10/(a/2)^10 = 5.14e-09
  random: Chebyshev N=80, Krylov m=80, stop rule m=80, plain m=80
    H per au: Cheb 158, Krylov 160; inner products 160; Taylor N=fails (final error 3.5e+04)
    be_1..be_10/(a/2)^10 = 1.31e+00
midpoint local error, dt=0.02 au: 5.29e-08
midpoint local error, dt=0.04 au: 4.23e-07
midpoint local error, dt=0.1 au: 6.59e-06
midpoint local error, dt=0.5 au: 7.52e-04
measured local order of midpoint step: 3.00
\end{verbatim}
